\section*{Exit angle of a silicon atom crossing a planar surface barrier}

\section*{Question}

I am trying to understand the last step of sputtering, where an atom that has been set in motion inside the target crosses the surface. My example is a silicon atom with 10 eV of kinetic energy, moving outward at $45^\circ$ to the surface normal. The surface is modelled as a planar barrier of 4.7 eV.

My first attempt was to subtract the barrier from the energy, which leaves 5.3 eV, and to keep the direction at $45^\circ$. But the barrier force points along the normal, so it should not slow both velocity components equally. If I charge the whole 4.7 eV to the normal motion, then a slightly more oblique atom runs out of normal energy, although its total energy is still more than twice the barrier. That looks wrong to me.

At what angle does the atom leave? Does the answer depend on the shape of the barrier? And would a real silicon atom do the same?

\section*{Answer}

Your second attempt is the right one, and the result that bothers you is a real property of a planar barrier. An atom with $E>U$ can still be turned back.

\subsection*{What the barrier does to each velocity component}

Let $z$ point along the outward normal and $x$ along the surface, in the plane of the motion. The atom has mass $M$ and, deep inside, kinetic energy $E$ and angle $\theta$ from the normal. The potential $V(z)$ is zero there and rises to $U$ far outside. The motion is classical, the barrier is at rest, and there is no friction.

Since $V$ does not depend on $x$,
\begin{equation}
M\dot v_x=-\frac{\partial V}{\partial x}=0 ,
\end{equation}
so $v_x$ is constant. The parallel energy $E_\parallel=\tfrac12Mv_x^2=E\sin^2\theta$ is the same inside and outside.

For the normal motion, multiply Newton's equation by $v_z=\dot z$:
\begin{equation}
Mv_z\dot v_z=-\frac{dV}{dz}\,\dot z
\quad\Longrightarrow\quad
\frac{d}{dt}\left[\tfrac12Mv_z^2+V(z)\right]=0 .
\end{equation}
The bracket equals $E\cos^2\theta$ deep inside, hence
\begin{equation}
\tfrac12Mv_z^2=E\cos^2\theta-V(z).
\label{normal}
\end{equation}
Far outside, the normal energy is
\begin{equation}
E_n'=E\cos^2\theta-U .
\end{equation}
The whole barrier is paid for by the normal motion.

Equation (\ref{normal}) also settles the question of shape. A kinetic energy cannot be negative, so the atom passes if $V(z)<E\cos^2\theta$ everywhere. Under that condition the final velocity depends on $U$ alone. If the potential has a hump higher than $E\cos^2\theta$, the atom turns back at the hump, even when the final height $U$ is low enough.

\subsection*{The exit angle}

Let $\theta'$ be the angle from the normal far outside. The ratio of the velocity components gives
\begin{equation}
\tan\theta'=\frac{v_x}{v_z'}=\sqrt{\frac{E\sin^2\theta}{E\cos^2\theta-U}} .
\label{tan}
\end{equation}
The total energy outside is $E\sin^2\theta+E\cos^2\theta-U=E-U$. Dividing the parallel energy by this total gives the equivalent form
\begin{equation}
\sin\theta'=\sqrt{\frac{E}{E-U}}\,\sin\theta .
\label{snell}
\end{equation}
The root exceeds one, so the path bends away from the normal.

For your atom, $\cos^2 45^\circ=\sin^2 45^\circ=\tfrac12$:
\begin{align}
E_\parallel&=10\times\tfrac12=5.0\ \text{eV},\\
E_n'&=5.0-4.7=0.3\ \text{eV},\\
\theta'&=\arctan\sqrt{5.0/0.3}=\arctan 4.08=76.2^\circ .
\end{align}
It leaves with 5.3 eV, about $14^\circ$ above the surface plane. Your first attempt had the right energy and the wrong direction.

As a test of the integration step, Newton's equations were solved numerically for the smooth barrier
\begin{equation}
V(z)=\frac{U}{1+e^{-z/w}},\qquad w=0.02\ \text{nm}.
\label{logistic}
\end{equation}
The trajectory leaves at $76.236^\circ$, as does formula (\ref{tan}).

\subsection*{When the atom cannot leave}

With a barrier that has no hump, escape requires $E\cos^2\theta>U$. At fixed energy this sets a critical angle,
\begin{equation}
\theta_c=\arccos\sqrt{U/E}=\arccos\sqrt{0.47}=46.7^\circ .
\end{equation}
At fixed angle it sets a threshold energy, $U/\cos^2\theta=4.7/0.5=9.4$ eV. This is total internal reflection for atoms: beyond $\theta_c$, equation (\ref{snell}) would require $\sin\theta'>1$.

At 10 eV and $U=4.7$ eV the exit angles are:
\begin{center}
\begin{tabular}{lccccc}
Inside angle & $0^\circ$ & $30^\circ$ & $40^\circ$ & $45^\circ$ & $46^\circ$\\
Exit angle & $0^\circ$ & $43.4^\circ$ & $62.0^\circ$ & $76.2^\circ$ & $81.1^\circ$
\end{tabular}
\end{center}

The steep rise at the end follows from an expansion about $\theta_c$. Put $\theta=\theta_c-\delta$ with small $\delta$ in radians. Because $E\cos^2\theta_c=U$ and the derivative of $\cos^2\theta$ is $-\sin2\theta$,
\begin{equation}
E_n'\approx E\,\delta\sin2\theta_c=2\delta\sqrt{U(E-U)} ,
\end{equation}
where $\sin2\theta_c=2\sqrt{U/E}\sqrt{1-U/E}$ was used. Then
\begin{equation}
\cos\theta'=\sqrt{\frac{E_n'}{E-U}}\approx\left(2\delta\sqrt{\frac{U}{E-U}}\right)^{1/2}.
\end{equation}
The exit direction approaches the surface plane as a square root of $\delta$, so its slope diverges at $\theta_c$. Your atom has $\delta=1.72^\circ=0.0300$, which gives $\cos\theta'\approx0.238$ and again $76.2^\circ$.

In the opposite limit, $U\ll E\cos^2\theta$, equation (\ref{snell}) becomes $\sin\theta'\approx\sin\theta\,(1+U/2E)$. Setting $\sin\theta'\approx\sin\theta+(\theta'-\theta)\cos\theta$ gives, to leading order in $U/E$,
\begin{equation}
\theta'-\theta\approx\frac{U}{2E}\tan\theta .
\end{equation}
A fast atom is hardly deflected unless it is already close to grazing.

The equations of motion are reversible in time. A silicon atom arriving from vacuum with 5.3 eV at $76.2^\circ$ therefore enters this model solid with 10 eV at $45^\circ$: arriving atoms bend towards the normal.

\subsection*{How sensitive the number is}

Differentiate (\ref{snell}) at fixed $E$ and $U$, and replace the root by $\sin\theta'/\sin\theta$:
\begin{equation}
\cos\theta'\,d\theta'=\frac{\sin\theta'}{\sin\theta}\cos\theta\,d\theta
\quad\Longrightarrow\quad
\frac{d\theta'}{d\theta}=\frac{\tan\theta'}{\tan\theta}=4.1 .
\end{equation}
For the barrier height, start from $\tan^2\theta'=E_\parallel/E_n'$ at fixed $E$ and $\theta$, where $dE_n'=-dU$:
\begin{equation}
\frac{2\tan\theta'}{\cos^2\theta'}\,d\theta'=\frac{E_\parallel}{E_n'^2}\,dU=\frac{\tan^2\theta'}{E_n'}\,dU
\quad\Longrightarrow\quad
\frac{d\theta'}{dU}=\frac{\sin\theta'\cos\theta'}{2E_n'} .
\end{equation}
This is 0.385 rad/eV, or $22^\circ$ per eV. Both slopes hold for changes that alter $E_n'$ by much less than 0.3 eV. Raising the barrier from 4.7 to 5.0 eV removes the escape altogether.

\subsection*{Would a real silicon atom do this?}

A barrier near 4.7 eV is a rough model value for silicon, and 10 eV is a plausible energy for an atom in a collision cascade. The direction is less ordinary: it lies $1.7^\circ$ from the critical angle. A real surface is neither flat, nor at rest, nor free of friction, and each of these must be compared with the 0.3 eV that remains. The estimates below treat them one at a time.

\textbf{Corrugation.} A surface made of atoms has $\partial V/\partial x\neq0$, so $v_x$ is no longer conserved. As a simple model, replace $z$ in (\ref{logistic}) by $z-h\cos(2\pi x/d)$, with the rough values $h=0.01$ nm and $d=0.384$ nm. The steepest slope is $9.3^\circ$, well above the $1.7^\circ$ by which a flat surface could be tilted before trapping the atom. Of 40 trajectories started at equal spacings over one period, 26 escape; the count can change by one with the placing of the starting points, and a dense set gives about two thirds. Their exit angles, measured from the average normal, run from $65^\circ$ to $83^\circ$. The upper end depends on the sampling: atoms that only just escape leave almost along the surface, so a finer set of starting points comes closer to $90^\circ$. The energy outside is still 5.3 eV, because the potential is static.

\textbf{Thermal motion.} Let the barrier move outward at speed $v_s$. In its own frame the atom arrives with normal speed $v_z-v_s$ and loses $U$. Back in the laboratory frame,
\begin{equation}
v_z'=v_s+\sqrt{(v_z-v_s)^2-2U/M} .
\end{equation}
For a rough scale take the classical rms speed of one silicon atom along one axis, $\sqrt{k_BT/M}=298$ m/s at 300 K. The sputtered atom moves at 8288 m/s, so $v_z=8288\cos45^\circ=5860$ m/s. The normal energy relative to the barrier is
\begin{equation}
5.0\left(1\mp\frac{298}{5860}\right)^2=4.50\ \text{or}\ 5.52\ \text{eV}
\end{equation}
for outward or inward barrier motion. In the first case the atom returns; in the second it leaves at $70.5^\circ$. The shift is far larger than $k_BT=0.026$ eV because its leading term is the cross term $Mv_zv_s=0.51$ eV. Many atoms share in forming the barrier, and if they move independently their velocities partly cancel in the average, whose rms value is smaller than that of one atom, which would reduce the shift. A real surface also vibrates rather than moving steadily: for a barrier oscillating with the same rms speed, the atom escapes for 67\% of starting phases at 1 THz but for 76\% at 10 THz and 87\% at 15 THz. Zero-point motion works the other way: a Debye model with a Debye temperature of 645 K raises the rms speed at 300 K to about 330 m/s. The estimate therefore gives a scale only.

\textbf{Electronic drag.} The Lindhard--Scharff model gives a stopping force proportional to speed. Extrapolated to this atom it is $S=2.8$ eV/nm. Let the force fade with the density as $1-V/U$, and start the atom with 10 eV at 0.2 nm below the middle of the barrier. The normal part of the force is $S(1-V/U)\,v_z/v_0$, where $v_0$ is the initial speed. To first order, $v_z$ may be taken from the motion without drag, equation (\ref{normal}):
\begin{equation}
\Delta E_n\approx S\int_{-0.2\,\text{nm}}^{\infty}\left(1-\frac{V}{U}\right)\sqrt{\frac{E\cos^2\theta-V}{E}}\;dz=0.37\ \text{eV}.
\end{equation}
This exceeds 0.3 eV, and the full trajectory does return. About 0.82 of the estimated drag is enough to stop the atom, while one tenth of it moves the exit angle only to $77.0^\circ$. These numbers depend on the chosen starting depth, since the loss grows by about 0.2 eV for each further 0.1 nm: from 0.15 nm it is 0.27 eV, and the atom escapes under the full drag. The extrapolation is crude: silicon has a band gap, and nothing here shows that drag proportional to speed persists at 10 eV. The estimate shows that drag may matter, not that it traps the atom. Electronic drag is also probably not the main loss at this energy. The universal (ZBL) nuclear stopping formula, extrapolated just as crudely, gives about 27 eV/nm for 10 eV silicon in silicon, roughly ten times more. Neighbouring atoms of equal mass recoil, taking energy and changing the direction, and none of the rigid-barrier estimates here includes this.

\textbf{Quantum reflection.} Let $k_1$ and $k_2$ be the normal wave numbers inside and outside, $k=\sqrt{2ME_n}/\hbar$, which gives 2592 and 635 nm$^{-1}$. For the barrier (\ref{logistic}) the normal wave function obeys
\begin{equation}
\psi''+\left[k_2^2+(k_1^2-k_2^2)\frac{e^{-z/w}}{1+e^{-z/w}}\right]\psi=0 .
\end{equation}
Put $\xi=-e^{-z/w}$ and $\psi=e^{ik_2z}F(\xi)$, which is a purely outgoing wave outside if $F(0)=1$. With $d\xi/dz=-\xi/w$, multiplication by $w^2(1-\xi)/\xi$ gives
\begin{equation}
\xi(1-\xi)F''+(1-2ik_2w)(1-\xi)F'-w^2(k_1^2-k_2^2)F=0 .
\end{equation}
This is the hypergeometric equation with $a=iw(k_1-k_2)$, $b=-iw(k_1+k_2)$ and $c=1+a+b$. For $z\to-\infty$ its solution behaves as
\begin{equation}
F\to\frac{\Gamma(c)\Gamma(b-a)}{\Gamma(b)\Gamma(c-a)}e^{az/w}+\frac{\Gamma(c)\Gamma(a-b)}{\Gamma(a)\Gamma(c-b)}e^{bz/w}.
\end{equation}
After multiplication by $e^{ik_2z}$ the terms are the incident wave $e^{ik_1z}$ and the reflected wave $e^{-ik_1z}$. Since $b-a$ is imaginary, $|\Gamma(a-b)|=|\Gamma(b-a)|$. Also $c-a=1+b$ and $c-b=1+a$, so
\begin{equation}
R=\left|\frac{\Gamma(b)\Gamma(1+b)}{\Gamma(a)\Gamma(1+a)}\right|^2
=\frac{\sinh^2[\pi w(k_1-k_2)]}{\sinh^2[\pi w(k_1+k_2)]} .
\end{equation}
The last step uses $\Gamma(1+iy)=iy\,\Gamma(iy)$ and $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$, which together give $|\Gamma(iy)\Gamma(1+iy)|^2=\pi^2/\sinh^2\pi y$.

An abrupt step, $w\to0$, would reflect $[(k_1-k_2)/(k_1+k_2)]^2=37\%$ of the atoms. For $w=0.02$ nm both arguments are large and $R\approx e^{-4\pi wk_2}\approx10^{-69}$. The outside normal wavelength is 0.0099 nm, and the barrier changes smoothly on that scale. Quantum reflection is therefore negligible for this smooth barrier, even though the abrupt step suggests otherwise. This result is for a sharp normal momentum. An atom localised to an rms width of 0.01 nm has a wave-number spread $\Delta k\ge1/(2\times0.01\ \text{nm})=50$ nm$^{-1}$, and hence a normal-energy spread of at least about $2(5.0\ \text{eV})\,\Delta k/k_1=0.19$ eV. That is comparable with the 0.3 eV margin, so a single classical trajectory does not fully describe such an atom.

So $76^\circ$ is the correct answer for the planar barrier, but it is not a reliable prediction for one particular silicon atom. Corrugation alone, at the amplitude assumed here, moves the exit angle by more than $11^\circ$ for some of the sampled atoms that escape, and it holds back 14 of the 40. An atom with the same energy moving nearer the normal has a larger margin: at $30^\circ$ it keeps $7.5-4.7=2.8$ eV of normal energy, and the same disturbances are then smaller in proportion.

\section*{Table of computed values}
\begin{verbatim}
Energy inside: 10.0 eV
Barrier height: 4.7 eV
Angle inside from normal: 45.0 deg
Normal energy inside: 5.000 eV
Parallel energy, inside and outside: 5.000 eV
Normal energy outside: 0.300 eV
Total energy outside: 5.300 eV
Exit angle, formula: 76.236 deg
Exit angle, trajectory: 76.236 deg
Exit angle for 0 deg inside: 0.00 deg
Exit angle for 30 deg inside: 43.38 deg
Exit angle for 40 deg inside: 62.00 deg
Exit angle for 46 deg inside: 81.15 deg
Critical inside angle: 46.720 deg
Tilt margin before trapping: 1.720 deg
Threshold energy at 45 deg: 9.400 eV
Largest passable barrier: 5.000 eV
Exit-angle change per inside angle: 4.082 deg/deg
Exit-angle change per barrier height: 22.07 deg/eV
Barrier width parameter: 0.020 nm
Corrugation amplitude: 0.010 nm
Corrugation period: 0.384 nm
Largest corrugation slope: 9.29 deg
Corrugated escapes: 26 of 40 atoms
Smallest corrugated exit angle: 64.74 deg
Largest corrugated exit angle: 82.92 deg
Surface temperature: 300 K
Thermal energy kT: 0.0259 eV
Silicon mass: 28.09 u
Thermal rms speed, one axis: 298 m/s
Relative normal energy, outward surface: 4.504 eV
Relative normal energy, inward surface: 5.521 eV
Atom at outward-moving surface: returns
Exit angle at inward-moving surface: 70.48 deg
Silicon lattice parameter: 0.543 nm
Silicon atom density: 49.97 nm^-3
Initial atom speed: 8288 m/s
Extrapolated electronic stopping: 2.786 eV/nm
Drag starting depth: 0.20 nm
First-order normal energy loss: 0.372 eV
Atom with full estimated drag: returns
Exit angle with one tenth of drag: 77.03 deg
Drag fraction that just prevents escape: 0.82
Normal wave number inside: 2592.3 nm^-1
Normal wave number outside: 635.0 nm^-1
Normal wavelength outside: 0.00990 nm
Reflection probability, abrupt step: 0.368
Reflection probability, smooth step, log10: -69.3
\end{verbatim}
